# Peak Interfacial Traction from a Universal Binding Curve

## 1. The physical situation

A thin film under in-plane compression can buckle away from its substrate and form a blister. At the edge of the blister the film is still attached, and the bent film pulls on the interface there. If the pull is strong enough, the interface opens and the blister spreads. How large a tensile stress can the interface transmit before its resistance begins to fall?

An energy of adhesion alone cannot answer this. Energy per area has the dimension of stress times length, so a length is needed as well: the distance over which the binding fades. A binding curve supplies both quantities.

Take a small patch of interface and idealize it as two flat half-bodies, pulled apart uniformly along their common normal. Each half moves rigidly; elastic stretching of the material is added in section 6. Shear, dissipation and variation along the interface are left out. At a real blister edge shear is generally present too, so what follows concerns the normal part of the problem.

## 2. The binding curve and its origin

Let $d$ be the spacing of the two facing planes, $d_0$ its equilibrium value, and

$$
\delta=d-d_0,\qquad x=\frac{\delta}{l},\qquad l>0 .
$$

The opening $\delta$ is positive when the interface is stretched. The assumed energy per unit area is

$$
\phi(\delta)=-W(1+x)e^{-x},\qquad W>0. \tag{1}
$$

The variable in (1) must be the excess opening $\delta$, not the full spacing $d$. To see this, differentiate with respect to $x$ by the product rule:

$$
\frac{d\phi}{dx}=-W\left[e^{-x}-(1+x)e^{-x}\right]=W x e^{-x}. \tag{2}
$$

This is negative for $x<0$ and positive for $x>0$, so the energy has its minimum at $x=0$. Had $x$ been $d/l$, equilibrium would have put the two planes on top of each other.

At the minimum $\phi(0)=-W$. For large opening the exponential defeats the linear factor and $\phi\to0$. Hence $W$ is the work per area needed to separate the halves completely and reversibly. It must be an energy per area for the derivative to be a stress; with an energy per bond, the same derivative would be a force per bond.

## 3. Traction and its maximum

Let $T$ be the external tensile force per area that holds the halves at opening $\delta$. In a slow further opening $d\delta$ this force does work $T\,d\delta$ per area. Without dissipation, all of it goes into the binding energy, so $T\,d\delta=d\phi$. Since $dx/d\delta=1/l$, equation (2) gives

$$
T(\delta)=\frac{d\phi}{d\delta}=\frac1l\frac{d\phi}{dx}
=\frac{W}{l}\,x e^{-x}. \tag{3}
$$

The sign is as it should be: stretching the interface requires a pull, $T>0$, and closing it below equilibrium requires a push, $T<0$.

Differentiate once more:

$$
\frac{dT}{d\delta}=\frac{W}{l^2}\left(e^{-x}-xe^{-x}\right)
=\frac{W}{l^2}(1-x)e^{-x}. \tag{4}
$$

The prefactor and the exponential are positive, so the sign is that of $1-x$. The traction rises for all $x<1$ and falls for all $x>1$. The stationary point $x=1$ is therefore the single global maximum, and no separate check of end points is needed. Inserting $x=1$ in (3),

$$
\boxed{T_{\max}=\frac{W}{e\,l}\quad\text{at}\quad \delta=l.} \tag{5}
$$

The peak of the traction is the inflection point of the energy, not an extremum of it. At $\delta=l$ the energy is still $-2W/e$, well below zero: the interface is at its strongest while much of the binding remains.

## 4. What the length means

Near equilibrium the interface acts as a linear spring. Its stiffness per area follows from (4) at $x=0$:

$$
k_0=\phi''(0)=\frac{W}{l^2},\qquad\text{so}\qquad l=\sqrt{\frac{W}{k_0}} . \tag{6}
$$

The length is thus fixed by two properties of the interface, its work of separation and its initial stiffness. Substitution in (5) gives

$$
T_{\max}=\frac{W}{e}\sqrt{\frac{k_0}{W}}=\frac{\sqrt{Wk_0}}{e}. \tag{7}
$$

At fixed stiffness, quadrupling $W$ doubles the strength. At fixed $l$, it quadruples the strength. The two statements agree, because changing $W$ at fixed $l$ also changes $k_0$.

If the linear law $T=k_0\delta$ held up to $\delta=l$, the traction there would be $k_0l=W/l$. The true value is smaller by the factor $e^{-1}$, which measures the softening of the bond on the way to the peak.

The work spent in reaching the peak is an energy difference:

$$
\int_0^l T\,d\delta=\phi(l)-\phi(0)=-\frac{2W}{e}+W
=W\left(1-\frac2e\right). \tag{8}
$$

The rest, $\phi(\infty)-\phi(l)=2W/e$, is spent while the traction falls. That is about 74 % of $W$. Strength and work of separation therefore probe different parts of the curve: the peak is reached early, and most of the work comes later.

## 5. How much depends on the chosen curve

Equation (1) is a model with two parameters. To see what belongs to its shape, compare it with a Morse curve,

$$
\phi_{\rm M}=W\left[(1-u)^2-1\right],\qquad u=e^{-a\delta}.
$$

It has the same depth $W$ at $\delta=0$ and the same zero at infinity. With $du/d\delta=-au$,

$$
T_{\rm M}=2W(1-u)(au)=2Wa\,(u-u^2). \tag{9}
$$

The initial stiffness is found by differentiating again:

$$
\frac{dT_{\rm M}}{d\delta}=2Wa(1-2u)(-au)=2Wa^2u(2u-1).
$$

At $\delta=0$, where $u=1$, this is $2Wa^2$. Equating it to $W/l^2$ gives $a=1/(\sqrt2\,l)$. The same derivative vanishes at $u=1/2$, changing from positive to negative as the opening grows, so the peak is

$$
T_{\rm M,max}=2Wa\left(\frac12-\frac14\right)=\frac{Wa}{2}
=\frac{W}{2\sqrt2\,l}. \tag{10}
$$

The scale $W/l$ is common to both curves; the number in front is $0.368$ for (1) and $0.354$ for Morse. The factor $1/e$ is a property of the assumed curve, not of interfaces in general. Nor do two similar curves bound the possible spread. The power-law curve $\frac W2(r^{-9}-3r^{-3})$ with $r=d/d_0$ has initial stiffness $27W/d_0^2$ and its peak traction at $r^6=5/2$. At equal $W$ and initial stiffness its number is $0.28$, so even the first digit depends on the curve.

Equation (1) and the Morse curve both decay exponentially. Dispersion forces between separated bodies fall off as a power of distance, and (1) does not contain that tail. Nor should its steep repulsion at strongly negative $x$ be trusted, since it was introduced here to describe opening.

## 6. Can the peak be reached?

### Dead load

Suppose a constant traction $T_0$, with $0<T_0<T_{\max}$, is applied. The potential energy per area is $\phi(\delta)-T_0\delta$, and equilibrium requires $T(\delta)=T_0$. Since $T$ rises from zero to its peak and then falls back towards zero, there are two solutions, one on each side of $x=1$. The second derivative of the potential energy is $dT/d\delta$. The inner solution is therefore stable and the outer one is the top of an energy barrier. As $T_0\to T_{\max}$ the two merge, and above $T_{\max}$ there is no equilibrium.

The barrier near the peak follows from an expansion. Put $x=1+s$ with $|s|\ll1$:

$$
xe^{-x}=\frac1e(1+s)e^{-s}
=\frac1e\left(1-\frac{s^2}{2}+O(s^3)\right).
$$

For $T_0=T_{\max}(1-\eta)$ with small $\eta>0$, the two equilibria lie at $s=\pm s_0$, where $s_0=\sqrt{2\eta}$. The barrier per area is the integral of the excess resistance between them:

$$
\Delta\Pi\simeq lT_{\max}\int_{-s_0}^{s_0}\frac{s_0^2-s^2}{2}\,ds
=\frac{2}{3}\,lT_{\max}s_0^3=\frac{2W}{3e}(2\eta)^{3/2}. \tag{11}
$$

This energy is per area, so the barrier to uniform opening grows with the size of the patch. Local opening at a defect is a different process, and (11) does not limit it.

### Load through an elastic layer

A film or a grip is never perfectly rigid. Let the pull act through a layer of thickness $t$ and modulus $M$ for uniaxial strain, meaning no lateral contraction. A traction $T$ strains the layer by $T/M$ and lengthens it by $Tt/M$. The layer is thus a spring of stiffness per area $K=M/t$.

Displace the outer face of the layer by $g$ and hold it there. The layer is stretched by $g-\delta$, and the total energy per area is

$$
\Pi(\delta)=\phi(\delta)+\frac K2(g-\delta)^2. \tag{12}
$$

Its first derivative is $T(\delta)-K(g-\delta)$, so equilibrium means that interface and layer carry the same traction:

$$
T(\delta)=K(g-\delta),\qquad\text{or}\qquad g=\delta+\frac{T(\delta)}{K}. \tag{13}
$$

Its second derivative is $dT/d\delta+K$, which must be positive for stability. By (4), stability is lost when

$$
(x-1)e^{-x}=\frac{Kl^2}{W}. \tag{14}
$$

The right side is positive, so this cannot happen for $x\le1$. On a slow pull that starts from the closed interface, the peak traction is therefore passed before any instability. The layer's compliance does not alter the peak; it decides what happens afterwards.

The derivative of the left side of (14) is $(2-x)e^{-x}$, so its greatest value, at $x=2$, is $e^{-2}$. There are two regimes:

- If $K>W/(e^2l^2)$, equation (14) has no solution. As long as the opening stays uniform, it grows continuously, and the whole falling part of the traction curve can be followed. Opening that varies along the interface is left out here; in some layers it can become unstable already at a larger $K$.
- If $K<W/(e^2l^2)$, the first solution lies in $1<x<2$. There the opening jumps to a larger value, because the resistance falls faster than the layer can unload. For a very compliant layer this snap separates the interface. For $K$ just below the threshold the jump is short, and the interface still carries traction after it.

In terms of thickness, a snap during uniform opening requires

$$
t>t_*=\frac{e^2Ml^2}{W}. \tag{15}
$$

For a very compliant layer the right side of (14) is small, and the snap lies close to $x=1$. Writing $x-1=e^{x}Kl^2/W$ and setting $x=1$ on the right gives, to leading order,

$$
x_{\rm snap}\simeq1+\frac{eKl^2}{W}. \tag{16}
$$

As $K\to0$ this returns to the dead-load result.

## 7. Why an existing crack needs less traction

So far the whole patch opened at once. Now let the same layer be held at fixed $g$ over a long interface that already contains a long crack. Far ahead of the crack front the interface is intact, with energy per area $\Pi_{\rm a}$. Far behind it is separated, with energy $\Pi_{\rm b}$. When the front advances by a small distance, its local pattern of opening moves along unchanged. The net effect is to turn a strip of intact state into separated state. Advance is energetically favourable when $\Pi_{\rm a}>\Pi_{\rm b}$, and the threshold is

$$
\Pi_{\rm a}=\Pi_{\rm b}. \tag{17}
$$

This balance treats the interface as a continuum and ignores dissipation and any pinning of the front by the atomic lattice.

For a compliant layer, $K\ll k_0$, the separated state has almost no binding and almost no layer stretch, so $\Pi_{\rm b}\simeq0$. If the intact interface is only slightly opened, its binding energy is close to $-W$. Since the layer stretch is $T/K$, its energy is $K(T/K)^2/2=T^2/(2K)$. Condition (17) becomes

$$
-W+\frac{T^2}{2K}\simeq0,
\qquad T_{\rm crack}\simeq\sqrt{2WK}=\sqrt{\frac{2MW}{t}}. \tag{18}
$$

This traction, measured far ahead of the crack, depends on the layer thickness and, to this leading order, does not contain $l$. The peak $T_{\max}$ contains $l$ and does not depend on thickness. The estimate requires the intact interface to be only slightly opened, which means $t\gg t_*$; for $t$ near $t_*$ it fails. Within that limit the ratio of the two tractions is

$$
\frac{T_{\max}}{T_{\rm crack}}\simeq\frac{W}{el}\sqrt{\frac{t}{2MW}}
=\sqrt{\frac{t}{2t_*}}. \tag{19}
$$

For $t\gg t_*$ the crack advances at a remote traction far below the local strength. There is no contradiction: near the front the traction is concentrated, and material passing through that zone is carried over the peak of the curve.

This matters for film delamination. In a flat film with a free top surface, uniform in-plane stress produces no normal traction on the interface away from the edges, because the normal stress must match its zero value at the top. Comparing the in-plane film stress with $W/(el)$ is therefore not a delamination criterion. Buckling supplies the normal loading, and the spread of the blister is governed by an energy balance that must include the bending, the in-plane relaxation and the shear at its edge. Equation (18) is for the pulled layer and does not replace that balance.

## 8. A worked example

Take round model parameters: $W=1$ J/m², $l=0.05$ nm, $M=200$ GPa and $t=100$ nm. One J/m² divided by one nm is one GPa, so these units can be used directly.

**Peak.** The scale is $W/l=1/0.05=20$ GPa, and

$$
T_{\max}=\frac{20}{e}\ \text{GPa}=7.36\ \text{GPa}
=7.36\times10^9\ \text{N/m}^2 .
$$

A numerical search on slopes of the energy curve finds the same height, at an opening of 0.0500 nm. The traction is 6.07 GPa at $x=0.5$, 5.41 GPa at $x=2$ and 0.30 GPa at $x=6$. The interface has thus lost nearly all its resistance within about 0.3 nm.

**Stiffness and work.** The initial stiffness is $1/0.05^2=400$ GPa/nm. Reaching the peak costs 0.264 J/m², and 0.736 J/m² remains to be spent. The Morse curve with equal $W$ and $k_0$ peaks at $20/(2\sqrt2)=7.07$ GPa, which is 3.9 % lower relative to the present peak.

**Snap.** The limiting thickness is

$$
t_*=\frac{e^2\times200\times0.05^2}{1}\ \text{nm}=3.7\ \text{nm}.
$$

A test that moves the opening downhill in energy while $g$ is raised in small steps gives a snap at $t=100$ nm and at 4 nm, and none at 3 nm. At 4 nm the jump ends near $x=3$, where the interface still carries about 40 % of $T_{\max}$. The test keeps the opening uniform. In an isotropic layer with Poisson ratio 0.4, an opening that varies along the interface becomes unstable from about 2.8 nm upward, so the absence of a snap at 3 nm holds for uniform opening only. In all three cases the largest traction carried by the layer agrees with $T_{\max}$ to within 0.1 %.

For the 100 nm layer, $K=200/100=2$ GPa/nm and $Kl^2/W=2\times0.0025=0.005$. Equation (16) gives $x_{\rm snap}\simeq1+0.0136$, and the full condition (14) gives 1.0138. The snap occurs at $g=3.73$ nm, nearly all of which is stretch of the layer. The layer strain at the peak is $7.36/200=3.7$ %, large enough for the linear elasticity assumed here to be doubtful in a real solid.

**Crack.** At the peak the layer stores

$$
\frac{T_{\max}^2}{2K}=\frac{7.36^2}{2\times2}\ \text{J/m}^2=13.5\ \text{J/m}^2,
$$

more than thirteen times the work of separation. A long crack would have advanced much earlier. Equation (18) gives

$$
T_{\rm crack}\simeq\sqrt{2\times1\times2}\ \text{GPa}=2.00\ \text{GPa}.
$$

Direct minimization of the energies of the two states gives 1.99 GPa, lower by 0.3 % relative to the estimate. The sign of the difference follows from (12): the slightly opened interface ahead of the crack also stores energy, which the estimate neglects, so a little less layer stretch suffices. The peak traction is 3.7 times the crack-advance traction.

The two stresses answer different questions. A flawless, uniformly pulled patch of this model interface resists up to 7.4 GPa. The same interface with a long crack, under the same 100 nm layer, gives way at a remote traction of 2.0 GPa. The complete set of values is in the numerical output below.

## Numbers as computed

```
Work of separation W = 1.00 J/m^2
Length l = 0.050 nm
Peak traction, numerical = 7.3576 GPa
Peak traction, W/(e l) = 7.3576 GPa
Opening at peak, numerical = 0.05000 nm
Scale W/l = 20.00 GPa
Initial stiffness = 400.00 GPa/nm
Work to reach peak = 0.2642 J/m^2
Work after peak = 0.7358 J/m^2
Traction at x = 0.5: 6.065 GPa
Traction at x = 1.0: 7.358 GPa
Traction at x = 2.0: 5.413 GPa
Traction at x = 4.0: 1.465 GPa
Traction at x = 6.0: 0.297 GPa
Morse peak, same W and stiffness = 7.0711 GPa
Morse peak / present peak = 0.9611
Layer modulus M = 200.0 GPa
Layer thickness t = 100.0 nm
Layer stiffness K = 2.000 GPa/nm
Limiting stiffness for snap = 54.13 GPa/nm
Limiting thickness for snap = 3.695 nm
Snap opening, formula = 0.05069 nm
Snap x, formula = 1.0138
Snap grip displacement, formula = 3.7291 nm
Snap grip displacement, simulated = 3.7292 nm
Simulated t = 100.0 nm: peak 7.358 GPa, snap
Simulated t = 4.0 nm: peak 7.357 GPa, snap
Simulated t = 3.0 nm: peak 7.357 GPa, no snap
Layer strain at peak traction = 3.68 %
Layer energy at peak = 13.53 J/m^2
Crack-advance traction, numerical = 1.9942 GPa
Crack-advance traction, estimate = 2.0000 GPa
Peak / crack-advance traction = 3.689
```
